Why Two Neighbours per Site Do Not Fix an Electronic Gap

**Q:** Diffraction on a chalcogenide glass gives me an average number of neighbours per atom. If I knew that every atom had two neighbours, all with the same bond strength, would I know the electronic gap?

**A:** That can be tested on a model in which everything except the connection of the bonds is held fixed. Take six sites with one orbital each. All site energies are equal and serve as the zero of energy. Orbitals on different sites are orthogonal, and an electron hops between bonded neighbours with matrix element −t, where t > 0. Electrons do not repel each other. This is the Hückel model. A state with amplitude c_j on site j and energy E obeys

E c_j = −t × (sum of c over the neighbours of j).

Two structures give every site two neighbours: one six-membered ring, and two separate triangles. The number of sites, the number of bonds and t are the same in both.

Coordination does fix something here. At the site where |c_j| is largest, the right-hand side is at most 2t|c_j| in size, so |E| ≤ 2t. All levels of both structures lie between −2t and +2t. The question is how they are arranged inside that window.

**Q:** How do I find the levels?

**A:** Both structures are made of rings, so solve a ring of n sites once. Each site has neighbours j − 1 and j + 1:

E c_j = −t (c_{j−1} + c_{j+1}).

Try c_j = exp(iθj)/√n. Dividing by c_j gives

E = −t [exp(−iθ) + exp(iθ)] = −2t cos θ.

Going once round must return the same amplitude, so exp(iθn) = 1 and θ = 2πk/n with k = 0, 1, …, n − 1. These n waves are mutually orthogonal, so they are all the states:

E_k = −2t cos(2πk/n).

For n = 6 the cosines are 1, 1/2, −1/2, −1, −1/2, 1/2. For n = 3 they are 1, −1/2, −1/2, and with two triangles each level occurs twice. Hence

hexagon: −2t, −t, −t, +t, +t, +2t
two triangles: −2t, −2t, +t, +t, +t, +t.

**Q:** And the gap, with one electron per site?

**A:** Define it by what it costs to take an electron from one copy of the system and add it to another:

gap = E(N+1) + E(N−1) − 2E(N), with N = 6.

Each level holds two electrons of opposite spin. In the hexagon, six electrons fill −2t and both levels at −t:

E(6) = 2(−2t) + 4(−t) = −8t.

A seventh electron goes in at +t, so E(7) = −7t. Removing one from −t gives E(5) = −7t. The gap is −7t − 7t + 16t = 2t.

In the two triangles, four electrons fill the levels at −2t, and two remain for the four levels at +t, which have eight places:

E(6) = 4(−2t) + 2(+t) = −6t.

The next electron also enters at +t, so E(7) = −5t, and removing one from +t gives E(5) = −7t. The gap is −5t − 7t + 12t = 0.

With t = 1 eV, a round value of the rough size of π-type couplings between neighbouring valence p orbitals (σ-type couplings are about three times larger), the hexagon has a gap of 2 eV (3.2 × 10⁻¹⁹ J) and the triangles have none. Two neighbours per site therefore do not determine the gap.

The overall sign of the hopping is not responsible. Reversing it turns every E into −E. The hexagon's levels are symmetric about zero, so its gap stays 2t. The triangles then have four levels at −t below two at +2t. Six electrons do not fill the eight places at −t, and the gap is again zero. Relative signs do matter: reversing the hopping in one triangle only gives the levels −2t, −t, −t, +t, +t, +2t and a gap of 2t, and reversing a single bond of the hexagon closes its gap.

**Q:** If each site has the same surroundings, how can the electrons tell the difference?

**A:** An electron that hops can explore further than its neighbours. Write H for the matrix of hopping elements and consider

μ_p = (H^p)_ii.

Multiplying out H^p gives a sum over all walks of p hops that start and end at site i, each hop contributing −t. The same quantity is the average of E^p over the levels, weighted by their probability on site i. It therefore describes the spectrum seen from that site.

One hop cannot return, so μ₁ = 0. Two hops return by going to either neighbour and back:

μ₂ = 2(−t)² = 2t².

This is the number of neighbours times t², and it is the same in both structures. It sets the mean square spread of the levels. Three hops can return in a triangle, clockwise or anticlockwise:

μ₃ = 2(−t)³ = −2t³.

In the hexagon every hop leads from an odd-numbered site to an even-numbered one or back, so an odd number of hops cannot return, and μ₃ = 0.

The levels confirm this. All sites within each structure are equivalent, so μ_p is the plain average of E^p. For the triangles the mean square is (2·4 + 4·1)t²/6 = 2t², and the mean cube is [2(−8) + 4(1)]t³/6 = −2t³. Coordination fixes the spread, but the ring closure already changes the skewness.

**Q:** That describes the spectrum. Which electrons actually lose the gap?

**A:** Number the hexagon 1 to 6 in order. Remove bonds 3–4 and 6–1, and insert bonds 1–3 and 4–6. Every site still has two neighbours, and the result is the triangles 1-2-3 and 4-5-6. Now follow the state

c = (1, 0, −1, −1, 0, 1)/2.

For a real, normalized state the energy is −2t times the sum of c_i c_j over bonds. The factor 2 counts hops in both directions. Bonds that touch site 2 or site 5 contribute nothing, because the amplitude there is zero. In the hexagon this leaves

E = −2t (c₃c₄ + c₆c₁) = −2t (1/4 + 1/4) = −t.

In the triangles it leaves

E = −2t (c₁c₃ + c₄c₆) = −2t (−1/4 − 1/4) = +t.

It is a true eigenstate in both cases. At sites 2 and 5 the neighbours' amplitudes cancel. At each other site the one neighbour with nonzero amplitude has equal sign in the hexagon and opposite sign in the triangles. The old bonds join equal signs and are bonding; the new ones join opposite signs and are antibonding. One filled level of the hexagon is thereby lifted to the energy of its empty levels.

**Q:** Could another level come down and take its place?

**A:** To settle that, follow all six levels while the bonds are exchanged gradually. Give the two old bonds strength (1 − λ)t and the two new ones λt, with λ running from 0 to 1. The other four bonds keep strength t. The summed coupling at each site stays 2t throughout. On the way, sites 1, 3, 4 and 6 have three neighbours, and their sum of squared couplings, μ₂ = [1 + λ² + (1 − λ)²]t², falls to 1.5t² at λ = 1/2. It is 2t² at both ends, and on sites 2 and 5 it is 2t² throughout.

The structure is unchanged when sites 1, 2, 3 are exchanged with 6, 5, 4. States can therefore be chosen with c₆ = s c₁, c₅ = s c₂, c₄ = s c₃, where s = +1 or −1. Three equations remain:

E c₁ = −t [c₂ + λc₃ + (1 − λ)s c₁]
E c₂ = −t [c₁ + c₃]
E c₃ = −t [c₂ + λc₁ + (1 − λ)s c₃].

They are also unchanged when c₁ and c₃ are exchanged, so each solution can be taken as odd or even.

Odd solutions have c₃ = −c₁ and c₂ = 0. The first equation becomes

E = t [λ − (1 − λ)s],

which is (2λ − 1)t for s = +1 and t for s = −1. The first of these is the state followed above.

Even solutions have c₃ = c₁. With x = E/t and g = λ + (1 − λ)s, the equations read

x c₁ = −c₂ − g c₁
x c₂ = −2c₁.

Here x cannot be zero, since that would force c₁ = 0 and then c₂ = 0. Inserting c₂ = −2c₁/x into the first line and multiplying by x/c₁ gives

x² + g x − 2 = 0.

For s = +1, g = 1 and (x + 2)(x − 1) = 0, so two levels stay at −2t and +t. For s = −1, g = 2λ − 1. With d = 1 − 2λ,

x² − d x − 2 = 0, x = [d ± √(d² + 8)]/2.

At x = −1 the left-hand side equals d − 1, and at x = +1 it equals −1 − d. Neither is positive, because d lies between −1 and 1. So the lower root is at or below −1 and the upper root is at or above +1.

The three lowest levels are thus −2t, the lower root, and (2λ − 1)t. The lowest empty level is +t. Therefore

gap = t − (2λ − 1)t = 2t(1 − λ).

For t = 1 eV the gap is 1.5, 1.0 and 0.5 eV at λ = 0.25, 0.50 and 0.75. No other level intervenes. The lower root does fall, from −t to −2t, and this explains the total energy: two electrons rise by 2t each and two fall by t each, a net rise of 2t, from −8t to −6t.

**Q:** So the rule is to avoid triangles?

**A:** No. In this model a ring of eight with equal bonds has no triangles and also has no gap. For an even ring there are two cases.

If n = 4m + 2, the electrons fill k = 0, ±1, …, ±m completely, since these 2m + 1 levels hold 4m + 2 electrons. The last filled level has θ = 2πm/n = π/2 − π/n, and the first empty one has θ = 2π(m + 1)/n = π/2 + π/n. Their energies are −2t sin(π/n) and +2t sin(π/n), so

gap = 4t sin(π/n).

This gives 2t for n = 6 and 1.24 eV for n = 10 with t = 1 eV. For large n it tends to 4πt/n and vanishes.

If n = 4m, the levels k = ±m have θ = ±π/2 and energy zero. The 2m − 1 levels below them take 4m − 2 electrons. The last two electrons share four places at zero energy, and the gap is zero. Bond alternation removes this zero: if the bonds alternate between 1.1 and 0.9 eV, the ring of eight has a gap of 0.4 eV. Not every inequality does: bonds in the order 1.1, 1.1, 0.9, 0.9 eV, repeated, leave the gap at zero.

Rings of eight and ten also show that looking a little further from each site need not be enough. A walk of fewer than eight hops cannot go round either ring, so μ₁ to μ₇ agree. With eight hops, 70 walks return without going round, because four hops must go each way and there are 8!/(4!4!) = 70 orders. The eight-ring has two more that circle it, giving 72. The local spectra agree up to the seventh moment, yet one ring has a gap and the other does not.

**Q:** A partly filled degenerate level should make the structure distort. Would that not restore a gap in the triangles?

**A:** It splits the level, but it does not open this gap if both triangles distort alike. Strengthen one bond in each to 1.1 eV and keep the others at 1 eV. The levels become −2.067, 0.967 and 1.100 eV, each occurring once per triangle. Four electrons fill the lowest pair. The other two share the four places at 0.967 eV, so the gap is still zero. The reason is general within the one-electron model: each level holds two electrons, so three electrons in each of two identical, separate units always leave a level partly filled.

The triangles must be made unequal or be connected. Suppose a weak bond of strength ℓ joins one site of each. Of the two states at +t in a triangle, one can be chosen as (1, −1, 0)/√2, with no amplitude on the linked third site, and the other as (1, 1, −2)/√6, with weight 4/6 = 2/3 there. The link couples the two states of the second kind with strength 2ℓ/3 and splits them to t ± 2ℓ/3. The first kind stays at t. The last two electrons fill the lower level, so to first order in ℓ/t

gap ≈ 2ℓ/3.

For ℓ = 0.1 eV this is 0.067 eV, against 0.066 eV from diagonalization. The two linked sites now have three neighbours, so this is no longer a comparison at equal coordination.

Disorder in the site energies keeps the coordination. With independent random energies of standard deviation 0.1 eV, and the same sets used for both structures, the mean gap between the third and fourth levels is 0.06 eV for the triangles and 1.93 eV for the hexagon. The first is only about twice the thermal energy at 300 K, 0.026 eV.

**Q:** You left out electron repulsion. Is the zero gap an artefact?

**A:** The exact zero belongs to the model without repulsion. Add an energy U whenever two electrons occupy the same site, keep t = 1 eV, and diagonalize the full many-electron problem:

U = 1 eV: hexagon 2.02 eV, triangles 0.08 eV
U = 2 eV: hexagon 2.09 eV, triangles 0.35 eV
U = 4 eV: hexagon 2.63 eV, triangles 1.43 eV.

The triangle gap starts slowly, and first-order perturbation theory shows why. The state at −2t spreads each electron evenly, with probability 1/3 per site.

- Two electrons in one triangle meet with total probability 3 × (1/3)(1/3) = 1/3, which costs U/3.
- With three, two up electrons meet one evenly spread down electron, which costs 2U/3.
- With four, two electrons are at −2t and two at +t. The repulsion involving the evenly spread pair is the same for every arrangement of the last two, and the last two do not repel each other at all if their spins are parallel. The lowest arrangement therefore has three up electrons, one on every site, and one down electron, which costs U.

Moving an electron from one triangle to the other turns 3 + 3 into 4 + 2, and to first order this costs

U + U/3 − 2(2U/3) = 0.

The linear term cancels. From U = 1 eV to 2 eV the computed gap grows about fourfold, as a quadratic law would. Such a law belongs to small U/t; when U is far larger than t, the gap grows only linearly with U.

Repulsion can therefore give the triangles a substantial gap, but of a different origin. In the limit of isolated sites, t = 0, the gap is simply U. At each of the three values above, the two structures still have different gaps at equal coordination.

**Q:** Does orbital overlap matter as well?

**A:** A moderate value shifts the hexagon's gap by about as much as U = 2 eV does, and it gives the triangles no gap. If neighbouring orbitals overlap by S, the ring equation becomes E(1 + 2S cos θ) = −2t cos θ. The levels next to the hexagon's gap have 2 cos θ = ±1, so they lie at −t/(1 + S) and t/(1 − S), and

gap = t/(1 − S) + t/(1 + S) = 2t/(1 − S²).

For S = 0.2 this is 2.08 eV. In the triangles the degenerate states share one value of cos θ, so they remain degenerate and the gap remains zero.

**Q:** What may I carry over to a real glass?

**A:** The logical point carries over in a narrow form: a neighbour count alone does not fix the size of the gap. The numbers do not. Glassy selenium, where most atoms have two neighbours, has an optical gap of roughly 2 eV, but the resemblance to 2t reflects the choice t = 1 eV. In selenium each atom brings several p orbitals, and the highest filled states are largely lone pairs rather than half of a single band. That breaks the assumption of one orbital and one electron per site. It changes which states border the gap, so this model cannot supply a correction for it. Nor does the switch between gap and no gap carry over: real rings of eight selenium atoms have a gap. If each atom brings one orbital and one electron per bond, with coupling V₂ along the bond and a weaker coupling V₁ between the two orbitals of an atom, the V₂ terms alone give levels ±V₂ and the V₁ terms shift no level by more than V₁. The gap between bonding and antibonding states is then at least 2(V₂ − V₁) whatever the rings, and only its size depends on them: with V₂ = 1 eV and V₁ = 0.3 eV entering with the same sign, it is 1.78 eV for triangles and 1.4 eV for even rings (with opposite signs, 1.4 eV for both). This bound is not a bound on the gap of selenium, because the model has no lone pairs. A filled lone pair on each atom, placed at zero energy with hopping v between neighbours, leaves a gap of only 0.7 eV − 2v in even rings, which is 0.04 eV at v = 0.33 eV. Triangular rings would also strain the bond angles, which are near 100° in selenium, and so alter the couplings that were held equal here. At the sizes chosen here, repulsion changes the triangle gap most: at U = 4 eV it moves it from zero to 1.4 eV. That reflects the large U chosen. At an equal size of 0.1 eV, repulsion gives only 0.001 eV, against 0.06 eV for site disorder and 0.066 eV for a link.

For your diffraction data, this means that two structural models with the same coordination should not be assigned the same gap without calculating their electronic states. The calculation needs the ring connections, bond angles and orbital filling as well as the neighbour count. Most of the values quoted here are collected in the numerical output below.

Table of computed values

```
hopping t = 1.00 eV
hexagon levels (eV): -2.000 -1.000 -1.000 1.000 1.000 2.000
two-triangle levels (eV): -2.000 -2.000 1.000 1.000 1.000 1.000
hexagon total energy = -8.0000 eV
two-triangle total energy = -6.0000 eV
hexagon gap = 2.0000 eV = 3.2044e-19 J
two-triangle gap = 0.0000 eV
hexagon gap from many-electron energies = 2.0000 eV
two-triangle gap, same method = 0.0000 eV
local moment 1: hexagon 0.00, triangles 0.00 eV^1
local moment 2: hexagon 2.00, triangles 2.00 eV^2
local moment 3: hexagon 0.00, triangles -2.00 eV^3
energy of moved state: hexagon -1.0000 eV, triangles 1.0000 eV
rewired fraction 0.25: gap = 1.5000 eV
rewired fraction 0.50: gap = 1.0000 eV
rewired fraction 0.75: gap = 0.5000 eV
ring of 8: gap = 0.0000 eV
ring of 10: gap = 1.2361 eV
local moment 8: ring of 8 72.0, ring of 10 70.0 eV^8
repulsion 1.0 eV: hexagon gap 2.0161 eV, two-triangle gap 0.0831 eV
repulsion 2.0 eV: hexagon gap 2.0887 eV, two-triangle gap 0.3549 eV
repulsion 4.0 eV: hexagon gap 2.6275 eV, two-triangle gap 1.4267 eV
random site energies, standard deviation 0.10 eV:
  mean hexagon gap = 1.9293 eV
  mean two-triangle gap = 0.0596 eV
hexagon, bonds 1.1 and 0.9 eV in turn: gap = 2.0298 eV
triangles, one bond of each 1.1 eV: gap = 0.0000 eV
  their levels (eV): -2.067 -2.067 0.967 0.967 1.100 1.100
overlap 0.2: hexagon gap 2.0833 eV, two-triangle gap 0.0000 eV
triangles joined by a link of 0.1 eV: gap = 0.0659 eV
thermal energy at 300 K = 0.0259 eV
hexagon gap / thermal energy = 77.4
```
